# Why B1 and B2 in C2v depend on the axes

**Q:** Water's out-of-plane lone pair has symmetry b1. I have just seen it listed as b2 in another calculation on the same molecule. One of the two must be wrong, because an orbital cannot belong to two different irreducible representations of its point group.

**A:** Your last clause is right for a fixed set of axes. Did both calculations place the molecule in the same coordinate plane?

**Q:** Mine has it in the $yz$ plane, the other in the $xz$ plane. But turning a molecule cannot change the symmetry of its orbitals.

**A:** It does not change what the orbital does under any physical operation. It does change the names of two of those operations, and the subscript on B refers to a name. Start with the definition. Put $z$ along the twofold axis. Besides the identity, the group $C_{2v}$ has the rotation $C_2$ and two reflections, which act on coordinates as

$$C_2:(x,y,z)\to(-x,-y,z),$$

$$\sigma(xz):(x,y,z)\to(x,-y,z),$$

$$\sigma(yz):(x,y,z)\to(-x,y,z).$$

Every irreducible representation of this group is one-dimensional. A function belonging to one of them is multiplied by a sign, its character, under each operation:

| Label | $C_2$ | $\sigma(xz)$ | $\sigma(yz)$ | Example |
|---|---:|---:|---:|---|
| A1 | $+1$ | $+1$ | $+1$ | $z$ |
| A2 | $+1$ | $-1$ | $-1$ | $xy$ |
| B1 | $-1$ | $+1$ | $-1$ | $x$ |
| B2 | $-1$ | $-1$ | $+1$ | $y$ |

The letter gives the sign under $C_2$: A for $+1$, B for $-1$. The subscript gives the sign under $\sigma(xz)$: 1 for $+1$, 2 for $-1$. Capital letters denote representations or many-electron states, and lower-case letters denote orbitals.

**Q:** So where does the lone pair fit?

**A:** It is a p orbital on oxygen, pointing along the normal to the molecular plane. Reflection in that plane reverses it. Rotation by half a turn about $C_2$ also reverses it, because the normal is perpendicular to the rotation axis. Reflection in the other mirror plane, which contains the normal, leaves it unchanged. These three statements mention no coordinate names.

With the molecule in $yz$, the normal is $x$. The orbital is $p_x$, and its signs are those of $x$: $(-1,+1,-1)$ in the order of the table. That is b1. With the molecule in $xz$, the normal is $y$. The orbital is $p_y$, with signs $(-1,-1,+1)$. That is b2. Both calculations can be right.

**Q:** You have changed from $p_x$ to $p_y$. Are those not different orbitals?

**A:** They are different within one frame. Here they are two descriptions of one orbital, each in its own frame. We can follow the change explicitly.

Let $\mathbf r$ be the old coordinates of a point and $\mathbf r'=R\mathbf r$ its new coordinates. The orbital has the same value at the same physical point, so its new formula $f'$ must satisfy

$$f'(\mathbf r')=f(\mathbf r)=f(R^{-1}\mathbf r').$$

Suppose a physical operation is $\mathbf r\to g\mathbf r$ in the old coordinates. To express it in the new ones, go back to the old coordinates, apply $g$, and return. This gives

$$g'=RgR^{-1}.$$

If the orbital has sign $\chi$ under the operation, $f(g\mathbf r)=\chi f(\mathbf r)$. Then

$$
\begin{aligned}
f'(g'\mathbf r')&=f(R^{-1}RgR^{-1}\mathbf r')\\
&=f(gR^{-1}\mathbf r')\\
&=\chi f(R^{-1}\mathbf r')\\
&=\chi f'(\mathbf r').
\end{aligned}
$$

The first line uses the definition of $f'$, the second uses $R^{-1}R=1$, the third uses the known sign, and the fourth uses the definition of $f'$ again. The sign under the physical operation has survived. What may differ is whether $g'$ is called $\sigma(xz)$ or $\sigma(yz)$.

**Q:** Show me that the two reflections really exchange names.

**A:** Take a quarter turn of the frame about $z$:

$$x'=-y,\qquad y'=x,\qquad z'=z.$$

The old reflection $\sigma(xz)$ reverses $y$ and keeps $x$ and $z$. It therefore reverses $x'$ and keeps $y'$ and $z'$, so in the new frame it is $\sigma(y'z')$. Likewise, the old $\sigma(yz)$ reverses $x$, hence $y'$, and is now $\sigma(x'z')$. The rotation $C_2$ reverses both $x$ and $y$, hence both $x'$ and $y'$, and keeps its name.

Now exchange the two reflection columns in the table. The row of B1 turns into that of B2, and the reverse. A1 has two equal entries there, $+1$ and $+1$, and A2 has $-1$ and $-1$, so neither changes:

$$\mathrm{B1}\leftrightarrow\mathrm{B2},\qquad \mathrm{A1}\to\mathrm{A1},\qquad \mathrm{A2}\to\mathrm{A2}.$$

The minus sign in $x'=-y$ keeps the frame right-handed. It has no effect on the labels, because a reflection that reverses an axis does so whichever way the axis points.

**Q:** Then could another frame turn a B into an A2?

**A:** Not in $C_{2v}$. The determinant of an operation does not depend on the frame:

$$\det(RgR^{-1})=\det R\,\det g\,(\det R)^{-1}=\det g.$$

It is $+1$ for the rotation and $-1$ for each reflection. No change of axes can make the rotation into a reflection, so the sign under $C_2$, and with it the letter A or B, keeps its meaning. The two reflections are of the same type, and the group itself does not say which should be called $\sigma(xz)$.

**Q:** If the subscript is a matter of naming, then the difference between b1 and b2 is not physical.

**A:** That goes too far. Within one frame, b1 and b2 orbitals behave differently under a given mirror plane, and this has consequences. Water has both kinds among its occupied orbitals.

I use restricted Hartree–Fock with the 6-31G basis, an O–H distance of 1.0 Å and an angle of 105°. The geometry is a round choice and has not been optimised. The method leaves out electron correlation and the basis is small, so the energies are not predictions of measured values. They are also not converged in the basis: with aug-cc-pVTZ each of the two energies below is lower by about 0.2 eV, and among common double- and triple-zeta bases their separation varies by about 0.1 eV. They do serve to compare two descriptions of one calculation. For the two occupied orbitals of B type:

| Orbital | Energy (eV) | Molecule in $yz$ | Molecule in $xz$ |
|---|---:|---|---|
| out of plane | $-13.58$ | b1 | b2 |
| in plane | $-18.71$ | b2 | b1 |

The in-plane orbital can combine the oxygen p orbital lying in the plane, perpendicular to $C_2$, with the difference of the two hydrogen s orbitals. That difference changes sign when the hydrogens are exchanged, as the p orbital does. Both parts are even under the molecular plane.

The energies do not depend on the frame, and both labels swap. The two orbitals are separated by

$$-13.58-(-18.71)=5.13\ \text{eV}.$$

If you matched the two calculations by label, you would compare b1 at $-13.58$ eV with b1 at $-18.71$ eV and report a disagreement of 5.13 eV. There is none. You would have compared two different orbitals.

**Q:** How do you know that the upper one is the lone pair, if you are not using its label?

**A:** By its sign under the molecular plane, which the program finds to be $-1$ in both frames. In this basis that sign fixes the composition. The hydrogens carry s functions, which are even under the plane. Oxygen carries s and p functions, of which only the p functions along the normal are odd. An odd orbital must therefore be made wholly of those, and the computed share is 100 %. With p functions on the hydrogens, this argument would no longer exclude a hydrogen contribution. The difference of the two hydrogen p functions along the normal is odd under the plane but even under $C_2$, so a2 orbitals would appear among the odd ones. The symmetry is then identified by two signs together: $-1$ under the plane and $-1$ under $C_2$.

**Q:** What if the molecule is slightly distorted?

**A:** Make one O–H bond longer than the other. The rotation and the mirror between the hydrogens are lost, and with them the labels A1, A2, B1 and B2. The molecular plane remains a mirror. The lone pair is still odd under it, while the in-plane B orbital is even and may now mix with the former a1 orbitals. The physical statement "odd under the molecular plane" outlives the label.

**Q:** Selection rules are written with these labels. Does the permitted polarisation change when the labels swap?

**A:** Its name changes and its direction in the molecule does not. Consider the matrix element of position between the lone pair $\psi_n$ and the lowest empty orbital $\psi_a$, which is a1 in this calculation:

$$\mathbf d=\int \psi_n(\mathbf r)\,\mathbf r\,\psi_a(\mathbf r)\,d^3r.$$

An integral over all space vanishes if some symmetry operation reverses the sign of its integrand. Under the molecular plane, $\psi_n$ is odd and $\psi_a$ is even. For a component of $\mathbf r$ lying in the plane, which is even, the integrand has sign

$$(-1)(+1)(+1)=-1,$$

and that component of $\mathbf d$ is zero. For the component along the normal, which is odd, the sign is

$$(-1)(-1)(+1)=+1.$$

Under $C_2$, the lone pair and the normal coordinate are both odd, giving $+1$ again. The remaining mirror is the product of these two operations, so it also gives $+1$. Symmetry therefore allows the component along the normal, though it does not fix its size.

The calculation gives a magnitude of 0.089 Å along $x$ for the molecule in $yz$, and 0.089 Å along $y$ for the molecule in $xz$. Those are two names for the normal. This is a matrix element between two Hartree–Fock orbitals and not a computed absorption strength. Its size depends strongly on the basis, because the shape of the empty orbital does: it is 0.15 Å in cc-pVTZ and 0.13 Å in aug-cc-pVTZ. Its direction along the normal is fixed by symmetry and does not change.

The label of the excited state follows the same pattern. With one electron left in the lone pair and one in the a1 orbital, the other shells being full, the spatial symmetry is the product of the two. Multiplication by A1 changes no sign, so the state is B1 in the first frame and B2 in the second.

**Q:** Suppose I want to convert an old table. May I change the lone pair from b1 to b2 and leave the rest?

**A:** No. The exchange applies to every orbital, every state and the coordinates $x$ and $y$. Suppose an electron is moved from the b1 lone pair to an empty b2 orbital. Multiplying the signs column by column gives

$$(-1,+1,-1)\times(-1,-1,+1)=(+1,-1,-1),$$

which is A2. None of $x$, $y$, $z$ belongs to A2, so a spin-allowed electric-dipole transition from a totally symmetric ground state is forbidden by spatial symmetry at fixed nuclei. If you relabel both orbitals, the product is b2 times b1, still A2. If you relabel the lone pair alone, you get b2 times b2, which is A1, and you would wrongly conclude that the transition is allowed along $z$.

**Q:** People must have agreed on something, or no label could be compared. Which choice is standard?

**A:** Mulliken's convention. For a planar $C_{2v}$ molecule, $z$ lies along the twofold axis and $x$ is perpendicular to the molecular plane. The molecule is then in $yz$, and water's out-of-plane lone pair is b1. So your label follows the convention. The other calculation's b2 is correct for its own axes, provided they are stated.

**Q:** And if the molecule is not planar?

**A:** Then there is no molecular plane for the rule to use. Picture a central atom with two atoms of one kind in one mirror plane and two of another kind in the other. Either plane could be called $yz$. You have to say which atoms lie in it before B1 and B2 convey anything definite.

**Q:** At least $D_{2h}$ should be safer. It has more symmetry elements to fix the labels.

**A:** It has more freedom. There are three mutually perpendicular twofold axes, all of the same type, and the group does not single one out as $z$.

Take the signs under $C_2(z)$, $C_2(y)$ and $C_2(x)$. Doing two of these rotations in succession gives the third, so the product of the three signs is $+1$. Either all three are $+1$, which is called A, or one is $+1$ and two are $-1$, which is called B. The subscript tells which rotation has the $+1$:

$$\mathrm{B1}:C_2(z),\qquad \mathrm{B2}:C_2(y),\qquad \mathrm{B3}:C_2(x).$$

A further letter gives the sign under inversion, g for $+1$ and u for $-1$. Thus $z$, $y$, $x$ belong to B1u, B2u, B3u, and $xy$, $xz$, $yz$ to B1g, B2g, B3g.

**Q:** What happens to them when I rename the axes?

**A:** Write $n(z)=1$, $n(y)=2$, $n(x)=3$. Let the axis formerly called $a$ now be called $\pi(a)$. A function that had $+1$ under $C_2(a)$ has $+1$ under the same physical rotation, now called $C_2(\pi(a))$. Therefore

$$\mathrm{B}_{n(a)}\to\mathrm{B}_{n(\pi(a))}.$$

Inversion reverses all coordinates in every frame, so g and u are kept. Ag and Au have equal signs under the three rotations and do not change. Three axes can be named in $3!=6$ ways, and each gives its own permutation:

| Old $x,y,z$ become | Old B1, B2, B3 become |
|---|---|
| $x,y,z$ | B1, B2, B3 |
| $x,z,y$ | B2, B1, B3 |
| $y,x,z$ | B1, B3, B2 |
| $y,z,x$ | B3, B1, B2 |
| $z,x,y$ | B2, B3, B1 |
| $z,y,x$ | B3, B2, B1 |

Check the fourth row. The old $z$ is now $x$, so B1 becomes B3. The old $y$ is now $z$, so B2 becomes B1. The old $x$ is now $y$, so B3 becomes B2.

Reversing the direction of an axis changes none of this, since a half turn about an axis is the same operation for either direction. The numerical check tests the rule on functions projected from a lopsided one, using all 24 proper rotations that carry axes into axes, and finds these six relabellings.

**Q:** How does Mulliken's convention choose among the six?

**A:** For a planar $D_{2h}$ molecule, $x$ is again perpendicular to the plane. The $z$ axis is the in-plane twofold axis that passes through the most atoms. If that does not decide, it is the one that cuts the most bonds.

Take a planar skeleton with two central atoms bonded to each other and four outer atoms, none of them on a twofold axis. The line through the central atoms contains two atoms and the other in-plane axis contains none, so $z$ lies along the central bond. Put a p orbital along $x$ on each central atom. Their sum has the signs of $x$ and is B3u. Their difference is also odd in $z$, so it has the signs of $xz$ and is B2g. These are the π and π* orbitals of the model.

**Q:** If someone reports the π orbital as B1u, can I tell which axes were used?

**A:** In part. B1u has the signs of $z$, so the normal was called $z$. This leaves the last two rows of the table. In one of them π* becomes B3g, and in the other it remains B2g. So π* may carry the conventional label while π does not, and one matching label does not show that two frames agree.

**Q:** Is there a real molecule where I can see one orbital take all three subscripts?

**A:** Li2. A linear molecule with two equal atoms has a larger group than $D_{2h}$, but its orbitals can be labelled in $D_{2h}$ as a subgroup, with one of the three axes along the bond. Its occupied σu orbital is unchanged by rotation about the bond and reversed by inversion. A half turn about a perpendicular axis exchanges the atoms and also reverses it. It therefore has the signs of the coordinate along the bond.

At the same level of theory, with a chosen distance of 2.7 Å, the results are:

- bond along $z$: b1u, $-66.43$ eV;
- bond along $y$: b2u, $-66.43$ eV;
- bond along $x$: b3u, $-66.43$ eV.

The label σu, which refers to the bond and to inversion, stays the same throughout. This orbital is the odd combination of the two 1s cores, about 0.01 eV above the even one. Its energy is not converged in this basis and is lower by about 0.3 eV in cc-pVTZ. What matters here is that it is equal in the three frames.

**Q:** So when two sources disagree about B1 and B2, what should I do first?

**A:** Find out how each placed the molecule. If the axes are stated, translate one complete set of labels, together with the polarisation directions. If they are not, look for an orbital whose behaviour under a physically identified plane is known. In planar $C_{2v}$, one B orbital known to be odd under the molecular plane settles the matter: if it is called b1, the molecule was in $yz$, and if b2, in $xz$. In $D_{2h}$ you need two B-type functions with different subscripts, because one leaves two namings open. If $C_{2v}$ or $D_{2h}$ is the full group of the molecule and the labels still disagree after translation, one of the assignments needs to be examined. If it is only a subgroup, check first that both sources used the same symmetry axes. In a square of four equal atoms, s functions with alternating signs form an Ag combination when the in-plane axes pass through the atoms and, when they pass through the bond midpoints, a combination that is B1g if the normal is called $z$ and B3g if it is called $x$. No renaming of axes turns Ag into a B label.

## Numbers as computed

```
C2v labels after a quarter turn of the frame about z:
  A1 -> A1, A2 -> A2, B1 -> B2, B2 -> B1
D2h: new names of old x,y,z; new labels of old B1,B2,B3;
     labels of the model pi and pi* orbitals:
  x,y,z   B1,B2,B3   pi B3u, pi* B2g
  x,z,y   B2,B1,B3   pi B3u, pi* B1g
  y,x,z   B1,B3,B2   pi B2u, pi* B3g
  y,z,x   B3,B1,B2   pi B2u, pi* B1g
  z,x,y   B2,B3,B1   pi B1u, pi* B3g
  z,y,x   B3,B2,B1   pi B1u, pi* B2g
Proper axis-to-axis rotations: 24; distinct relabellings: 6
Water, RHF/6-31G: O-H 1.0 angstrom, angle 105 degrees
Orbital: energy and label (plane yz); energy and label (plane xz)
  1 occupied: -559.697 eV a1; -559.697 eV a1
  2 occupied: -36.305 eV a1; -36.305 eV a1
  3 occupied: -18.712 eV b2; -18.712 eV b1
  4 occupied: -15.057 eV a1; -15.057 eV a1
  5 occupied: -13.579 eV b1; -13.579 eV b2
  6 empty: 5.265 eV a1; 5.265 eV a1
Plane yz: HOMO sign under molecular plane -1, oxygen p_x share 100.0 %
  HOMO-LUMO position matrix element along x: 0.0893 angstrom (magnitude)
Plane xz: HOMO sign under molecular plane -1, oxygen p_y share 100.0 %
  HOMO-LUMO position matrix element along y: 0.0893 angstrom (magnitude)
Li2, RHF/6-31G: distance 2.7 angstrom
  bond along z: occupied sigma_u is b1u, -66.434 eV
  bond along y: occupied sigma_u is b2u, -66.434 eV
  bond along x: occupied sigma_u is b3u, -66.434 eV
```
